# The Marcus Electron-Transfer Rate from the Distribution of Energy Gaps: a program that tests the result

```python
"""Marcus electron-transfer rate from the golden rule.

Result under test:
  k = (2 pi/hbar) V^2 (4 pi lam kT)^(-1/2) exp(-(lam + dG)^2 / (4 lam kT))
V: electronic coupling, lam: reorganization energy (half the difference of
the mean vertical gaps in donor and acceptor), dG: free energy of acceptor
minus donor, kT: thermal energy. The gap is x = H_acceptor - H_donor.
Internal units: eV and fs. Printed rates are in 1/s.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh, eigh_tridiagonal

temperature = 300.0
kT = const.k * temperature / const.e
hbar = const.hbar / const.e * 1e15
lam, dG, V = 0.8, -0.5, 0.0005
per_second = 1e15
golden_factor = 2 * np.pi / hbar * V**2


def marcus_rate(reorganization, driving):
    barrier = (reorganization + driving)**2 / (4 * reorganization)
    width_factor = np.sqrt(4 * np.pi * reorganization * kT)
    return golden_factor / width_factor * np.exp(-barrier / kT)


k_marcus = marcus_rate(lam, dG)
mean_gap, sigma = lam + dG, np.sqrt(2 * lam * kT)
density_zero = np.exp(-mean_gap**2 / (2 * sigma**2)) / np.sqrt(2 * np.pi) / sigma
print(f"temperature = {temperature:.0f} K, kT = {kT:.6f} eV")
print(f"lam = {lam} eV, dG = {dG} eV, V = {V} eV")
print(f"mean gap in donor = {mean_gap:.4f} eV")
print(f"gap standard deviation = {sigma:.4f} eV")
print(f"dephasing time hbar/sigma = {hbar / sigma:.3f} fs")
print(f"gap density at zero = {density_zero:.5f} 1/eV")
print(f"golden-rule factor 2 pi V^2/hbar = {golden_factor * per_second:.4e} eV/s")
print(f"barrier = {(lam + dG)**2 / (4 * lam):.6f} eV")
print(f"barrier/kT = {(lam + dG)**2 / (4 * lam * kT):.4f}")
print(f"Marcus rate = {k_marcus * per_second:.4e} 1/s")
print(f"Marcus lifetime = {1 / k_marcus * 1e-6:.4f} ns")

# Gaussian gap: free energy and acceptor distribution by quadrature.
x = np.linspace(mean_gap - sigma**2 / kT - 10 * sigma, mean_gap + 10 * sigma, 20001)
dx = x[1] - x[0]
log_donor = -(x - mean_gap)**2 / (2 * sigma**2) - np.log(np.sqrt(2 * np.pi) * sigma)
reweighted = np.exp(log_donor - x / kT)
partition_ratio = reweighted.sum() * dx
dG_quad = -kT * np.log(partition_ratio)
acceptor = reweighted / partition_ratio
mean_acceptor = (x * acceptor).sum() * dx
var_acceptor = ((x - mean_acceptor)**2 * acceptor).sum() * dx
donor_curve = -kT * log_donor
climb = np.interp(mean_acceptor, x, donor_curve) - donor_curve.min()
assert abs(dG_quad - dG) < 1e-6
assert abs((mean_gap - mean_acceptor) / 2 - lam) < 1e-6
assert abs(var_acceptor / sigma**2 - 1) < 1e-6
assert abs(climb - lam) < 1e-5
print(f"quadrature: dG = {dG_quad:.6f} eV, mean gap in acceptor = {mean_acceptor:.6f} eV")
print(f"quadrature: climb on donor free-energy curve = {climb:.5f} eV")

# Solvent of independent classical dipoles with orientation u = cos(theta):
# donor energy -a*sum(u), acceptor energy +a*sum(u) + dG.
nodes, node_weights = np.polynomial.legendre.leggauss(60)


def dipole_solvent(count, field_energy, gap, sign):
    """Gap density at 'gap', mean and variance of u; sign=+1 donor, -1 acceptor."""
    prob = node_weights * np.exp(sign * field_energy * nodes / kT)
    prob /= prob.sum()
    s = np.arange(-70, 70, 0.05)
    single = np.exp(2j * field_energy * np.outer(s, nodes)) @ prob
    integrand = single**count * np.exp(-1j * s * (gap - dG))
    mean = prob @ nodes
    return integrand.sum().real * 0.05 / (2 * np.pi), mean, prob @ nodes**2 - mean**2


dipole_errors = []
for count in (100, 400, 1600):
    a = np.sqrt(1.5 * kT * lam / count)
    density, mean_d, var_d = dipole_solvent(count, a, 0.0, +1)
    mean_a = dipole_solvent(count, a, 0.0, -1)[1]
    lam_dipoles = a * count * (mean_d - mean_a)
    variance_ratio = 4 * a**2 * count * var_d / (2 * lam_dipoles * kT)
    ratio = golden_factor * density / marcus_rate(lam_dipoles, dG)
    dipole_errors.append(abs(ratio - 1))
    print(f"{count} dipoles: lam = {lam_dipoles:.5f} eV, "
          f"variance/(2 lam kT) = {variance_ratio:.5f}, rate/Marcus = {ratio:.5f}")
assert dipole_errors[0] > 2.5 * dipole_errors[1] > 6.25 * dipole_errors[2]
assert dipole_errors[2] < 0.01
a100 = np.sqrt(1.5 * kT * lam / 100)
test_gap = dG + 0.1
density_ratio = (dipole_solvent(100, a100, test_gap, -1)[0]
                 / dipole_solvent(100, a100, test_gap, +1)[0])
expected_ratio = np.exp(-(test_gap - dG) / kT)
assert abs(density_ratio / expected_ratio - 1) < 1e-6
print(f"100 dipoles, gap dG + 0.1 eV: P_A/P_D = {density_ratio:.6f}, "
      f"exp(-0.1 eV/kT) = {expected_ratio:.6f}")


# Quantum nuclei: displaced oscillator diagonalized in donor number states.
def franck_condon(quantum, size=1100):
    n = np.arange(size)
    levels, vectors = eigh_tridiagonal(quantum * n + lam,
                                       -np.sqrt(lam * quantum * n[1:]))
    assert np.allclose(levels[:300], quantum * n[:300], atol=1e-8)
    thermal = np.exp(-quantum * n / kT)
    return n, thermal / thermal.sum(), vectors**2, levels


def resonant_rate(quantum, thermal, overlaps, driving):
    """Golden-rule rate, line weight spread over the line spacing."""
    steps = int(round(-driving / quantum))
    lines = np.diagonal(overlaps, offset=steps)
    return golden_factor * (thermal[:len(lines)] @ lines) / quantum


quantum_errors, quantum_rates = [], {}
for quantum in (0.020, 0.010, 0.005):
    n, thermal, overlaps, levels = franck_condon(quantum)
    line_gap = levels[None, :] - quantum * n[:, None]
    joint = thermal[:, None] * overlaps
    line_mean = (joint * line_gap).sum()
    line_variance = (joint * (line_gap - line_mean)**2).sum()
    coth_variance = lam * quantum / np.tanh(quantum / (2 * kT))
    assert abs(line_mean - lam) < 1e-8
    assert abs(line_variance / coth_variance - 1) < 1e-7
    rate = resonant_rate(quantum, thermal, overlaps, dG)
    quantum_rates[quantum] = rate
    quantum_errors.append(abs(rate / k_marcus - 1))
    print(f"mode quantum {quantum:.3f} eV: variance/(2 lam kT) = "
          f"{line_variance / sigma**2:.5f}, rate/Marcus = {rate / k_marcus:.5f}")
assert quantum_errors[0] > 3 * quantum_errors[1] > 9 * quantum_errors[2]
assert quantum_errors[2] < 0.01

# The arrays left from the loop belong to the smallest quantum, 0.005 eV.
print("scan of dG, Marcus rate and Franck-Condon rate (mode quantum 0.005 eV):")
scan_rates = []
for driving in (-0.2, -0.5, -0.8, -1.1):
    k_formula = marcus_rate(lam, driving)
    k_sum = resonant_rate(quantum, thermal, overlaps, driving)
    scan_rates.append(k_sum)
    assert abs(k_sum / k_formula - 1) < 0.02
    print(f"  dG = {driving:.1f} eV: {k_formula * per_second:.4e} 1/s, "
          f"{k_sum * per_second:.4e} 1/s")
assert scan_rates[0] < scan_rates[1] < scan_rates[2] > scan_rates[3]

steps = int(round(-dG / quantum))
reverse_lines = np.diagonal(overlaps, offset=steps)
k_reverse_sum = golden_factor * (thermal[steps:] @ reverse_lines) / quantum
k_reverse = marcus_rate(lam, -dG)
assert abs(k_reverse_sum / k_reverse - 1) < 0.01
assert abs(k_reverse / k_marcus / np.exp(dG / kT) - 1) < 1e-10
print(f"reverse rate: Marcus {k_reverse * per_second:.4e} 1/s, "
      f"Franck-Condon {k_reverse_sum * per_second:.4e} 1/s")
print(f"reverse/forward = {k_reverse / k_marcus:.4e}")

# Full two-state Schroedinger dynamics with one slow mode, before recurrence.
quantum, size, starts = 0.010, 700, 70
n = np.arange(size)
coupling_off = -np.sqrt(lam * quantum * n[1:])
hamiltonian = np.zeros((2 * size, 2 * size))
hamiltonian[:size, :size] = np.diag(quantum * n)
hamiltonian[size:, size:] = (np.diag(quantum * n + lam + dG)
                             + np.diag(coupling_off, 1) + np.diag(coupling_off, -1))
hamiltonian[:size, size:] = hamiltonian[size:, :size] = V * np.eye(size)
energies, states = eigh(hamiltonian)
start_weights = np.exp(-quantum * n[:starts] / kT)
start_weights /= start_weights.sum()
period = 2 * np.pi * hbar / quantum
times = period * np.array([0.25, 0.5, 0.75])
populations = []
for time in times:
    phases = np.exp(-1j * energies * time / hbar)
    amplitudes = states[size:] @ (phases[:, None] * states[:starts].T)
    populations.append((np.abs(amplitudes)**2).sum(axis=0) @ start_weights)
slopes = np.diff(populations) / np.diff(times)
slope = (populations[2] - populations[0]) / (times[2] - times[0])
assert abs(slopes[1] / slopes[0] - 1) < 0.02
assert abs(slope / quantum_rates[0.010] - 1) < 0.015
assert abs(slope / k_marcus - 1) < 0.03
print(f"dynamics, mode quantum {quantum:.3f} eV: period = {period:.2f} fs")
for time, population in zip(times, populations):
    print(f"  t = {time:.2f} fs: acceptor population = {population:.5e}")
print(f"slope of population = {slope * per_second:.4e} 1/s")
print(f"slope/golden rule = {slope / quantum_rates[0.010]:.5f}, "
      f"slope/Marcus = {slope / k_marcus:.5f}")
print("OK")
```

It prints:

```
temperature = 300 K, kT = 0.025852 eV
lam = 0.8 eV, dG = -0.5 eV, V = 0.0005 eV
mean gap in donor = 0.3000 eV
gap standard deviation = 0.2034 eV
dephasing time hbar/sigma = 3.236 fs
gap density at zero = 0.66088 1/eV
golden-rule factor 2 pi V^2/hbar = 2.3865e+09 eV/s
barrier = 0.028125 eV
barrier/kT = 1.0879
Marcus rate = 1.5772e+09 1/s
Marcus lifetime = 0.6340 ns
quadrature: dG = -0.500000 eV, mean gap in acceptor = -1.300000 eV
quadrature: climb on donor free-energy curve = 0.80000 eV
100 dipoles: lam = 0.77629 eV, variance/(2 lam kT) = 0.94149, rate/Marcus = 0.96330
400 dipoles: lam = 0.79388 eV, variance/(2 lam kT) = 0.98475, rate/Marcus = 0.98962
1600 dipoles: lam = 0.79846 eV, variance/(2 lam kT) = 0.99615, rate/Marcus = 0.99732
100 dipoles, gap dG + 0.1 eV: P_A/P_D = 0.020897, exp(-0.1 eV/kT) = 0.020897
mode quantum 0.020 eV: variance/(2 lam kT) = 1.04939, rate/Marcus = 1.03384
mode quantum 0.010 eV: variance/(2 lam kT) = 1.01244, rate/Marcus = 1.00866
mode quantum 0.005 eV: variance/(2 lam kT) = 1.00312, rate/Marcus = 1.00218
scan of dG, Marcus rate and Franck-Condon rate (mode quantum 0.005 eV):
  dG = -0.2 eV: 6.0317e+07 1/s, 6.0680e+07 1/s
  dG = -0.5 eV: 1.5772e+09 1/s, 1.5806e+09 1/s
  dG = -0.8 eV: 4.6812e+09 1/s, 4.6743e+09 1/s
  dG = -1.1 eV: 1.5772e+09 1/s, 1.5791e+09 1/s
reverse rate: Marcus 6.2842e+00 1/s, Franck-Condon 6.2978e+00 1/s
reverse/forward = 3.9845e-09
dynamics, mode quantum 0.010 eV: period = 413.57 fs
  t = 103.39 fs: acceptor population = 1.65678e-04
  t = 206.78 fs: acceptor population = 3.30010e-04
  t = 310.18 fs: acceptor population = 4.94341e-04
slope of population = 1.5894e+09 1/s
slope/golden rule = 0.99911, slope/Marcus = 1.00776
OK
```
